Orientational rate factor for O2 passing a network window

**Question**

An oxygen molecule in a silica-like network spends most of its time in cages and now and then hops through a window into the next cage. Treat it as a rigid rotor with mass M and moment of inertia I. In the cage its energy does not depend on orientation. At the window its centre of mass lies on the plane z = z_w and the potential energy is

V = E + V_t(x, y) + κθ²/2.

Here E is the lowest energy at the window relative to the cage minimum, V_t is the transverse confinement with minimum zero, and θ is the angle between the molecular axis and the window normal. The axis is a line without a head, so 0 ≤ θ ≤ π/2. The stiffness κ is an energy per square radian. Write β = 1/(k_B T) and a = κ/(k_B T).

For numerical work take these rough, round values: T = 1000 °C, so that k_B T = 0.10971 eV; E = 1.0 eV; κ = 2.0 eV/rad²; distance between cage centres l = 0.50 nm; attempt frequency ν = 1.0 × 10¹² s⁻¹ per window; bond length 0.121 nm.

(a) Using classical transition-state theory, express as one integral the factor f by which alignment changes the hop rate, with E, V_t and the cage held fixed.

(b) Find f for stiff alignment, with its first corrections and a bound on the error. What changes if only one end of the molecule may lead? What happens for soft alignment?

(c) How does alignment change the apparent activation energy? Separate its energetic and entropic effects.

(d) Find the diffusion coefficient on a tetrahedral net of such cages, with and without alignment.

(e) Estimate the effects of quantum rotation, hindrance in the cage, coupling of tilt to translation, tunnelling and a spread of barriers. Set the model beside thermal oxidation of silicon.

**Answer to (a)**

Transition-state theory assumes thermal equilibrium in the cage and counts every outward crossing of the window plane as a hop. With Γ standing for all coordinates and momenta, the rate through one window is

k = ∫dΓ (P_z/M) Θ(P_z) δ(z − z_w) e^(−βH) / ∫_cage dΓ e^(−βH),

where Θ is the unit step. Let α be the polar angle of one chosen atom, from 0 to π, and φ its azimuth. The Hamiltonian is

H = P²/(2M) + p_α²/(2I) + p_φ²/(2I sin²α) + V.

The kinetic energy of translation does not involve the orientation. The integral over P_z gives k_B T in the numerator and √(2πM k_B T) in the denominator, hence a factor √(k_B T/(2πM)) whether or not the molecule is aligned. The integrals over P_x and P_y cancel within k.

The angular momenta give two Gaussian integrals:

∫dp_α e^(−βp_α²/(2I)) = √(2πI k_B T),

∫dp_φ e^(−βp_φ²/(2I sin²α)) = √(2πI k_B T) sinα.

Their product is 2πI k_B T sinα. The constant 2πI k_B T occurs at the window and in the cage and cancels. What remains is sinα, the measure of solid angle. The classical factor therefore does not depend on the moment of inertia.

Divide k by the rate k₀ of the same molecule with κ = 0. The translational integrals cancel, because V_t does not depend on tilt and the cage energy does not depend on orientation. The ratio is

f = k/k₀ = (1/4π) ∫₀^{2π}dφ ∫₀^π dα sinα e^(−aθ²/2).

For α below π/2, θ = α; above it, θ = π − α. The two hemispheres contribute equally, so

f = (1/4π) · 2π · 2 ∫₀^{π/2} sinθ e^(−aθ²/2) dθ,

f(a) = ∫₀^{π/2} sinθ e^(−aθ²/2) dθ.

Exchanging the identical nuclei gives the same physical configuration. The resulting division by 2 applies to window and cage alike and cancels.

**Answer to (b)**

For a ≫ 1 only small θ contribute. Each power of θ in the expansion of sinθ then needs an integral that may be extended to infinity. With s = aθ²/2 and ds = aθ dθ,

∫₀^∞ θ^(2n+1) e^(−aθ²/2) dθ = (2ⁿ/a^(n+1)) ∫₀^∞ sⁿ e^(−s) ds = 2ⁿ n!/a^(n+1).

Inserting sinθ = θ − θ³/6 + θ⁵/120 − … gives

f ≈ 1/a − (1/6)(2/a²) + (1/120)(8/a³) − …

f ≈ (1/a)[1 − 1/(3a) + 1/(15a²) − …].

The leading result is

f → k_B T/κ.

To bound the error, start from cosθ ≤ 1. Integrating from zero gives sinθ ≤ θ; integrating again gives 1 − cosθ ≤ θ²/2; a third integration gives θ − sinθ ≤ θ³/6. The upper bound on sinθ yields

f < ∫₀^{π/2} θ e^(−aθ²/2) dθ = (1 − e^(−aπ²/8))/a < 1/a.

For the lower bound, keep this first integral and subtract the cubic term, enlarged by extending its range to infinity:

f > (1 − e^(−aπ²/8))/a − 1/(3a²).

Multiplying both bounds by a shows that af → 1 as a → ∞, and that k_B T/κ always lies above f for this potential.

The result has a simple geometrical reading. Each end-on orientation has an effective cap of solid angle 2πk_B T/κ. Two caps out of the full 4π give k_B T/κ. If only one end may lead, with energy κα²/2 over the whole sphere, there is one cap and the stiff limit is k_B T/(2κ).

For the example,

a = 2.0/0.10971 = 18.23, 1/a = 0.0549,

f ≈ 0.05486 × (1 − 0.0183 + 0.0002) = 0.0539.

The full integral also gives 0.0539, and the simple limit is 1.8 % above it. Averaging the Boltzmann factor over random directions gives 0.0538 ± 0.0002, where the uncertainty is one standard error. The same average with only one end allowed gives 0.0270 ± 0.0001, half as much.

The leading term depends on the curvature of the energy at θ = 0, but the correction depends on the shape farther out. Take (κ/2) sin²θ instead, which has the same curvature. With y = 1 − cosθ, sin²θ = 2y − y², and

f_s = ∫₀¹ e^(−ay) e^(ay²/2) dy ≈ ∫₀^∞ e^(−ay)(1 + ay²/2) dy = 1/a + 1/a².

The first correction is now positive. For the example the full integral gives f_s = 0.0586, which is 9 % above the value for κθ²/2. Since sin²θ ≤ θ², this window penalizes large tilts less. Unless the angular potential is known beyond its curvature, a percent-level correction to k_B T/κ has no general meaning.

For soft alignment the exponential can be expanded. Two integrations by parts give ∫₀^{π/2} θ² sinθ dθ = π − 2, so

f ≈ 1 − (π − 2)a/2 for a ≪ 1.

Thus f tends to 1, as it must when the window no longer selects an orientation. The stiff formula fails here: at a = 1 it gives 1.00 where the integral gives 0.60, and at a = 3 it gives 0.33 against 0.29. At a = 10 it is 3.4 % above the integral.

**Answer to (c)**

Write the rate as

k = ν f e^(−βE).

The attempt frequency ν contains the translational factors. If the cage and the transverse window potential are harmonic, the mean speed contributes T^(1/2), the two transverse directions at the window contribute T, and the three directions in the cage contribute T^(−3/2). These powers cancel, so ν is independent of temperature. With this assumption the apparent activation energy is

E_app = −d ln k/dβ = E − d ln f/dβ.

Since a = βκ, differentiating under the integral gives

−d ln f/dβ = ∫₀^{π/2} (κθ²/2) sinθ e^(−aθ²/2) dθ / f ≡ U.

U is the mean tilt energy of molecules at the window. For stiff alignment,

ln f ≈ −ln a − 1/(3a),

U = −κ d ln f/da ≈ κ[1/a − 1/(3a²)] = k_B T[1 − 1/(3a)].

The leading k_B T is the equipartition value: there are two directions of tilt, each with mean potential energy k_B T/2. In the cage the orientational potential energy is zero, so nothing is subtracted.

For the example U = 0.10971 × (1 − 0.0183) = 0.108 eV, and hence

E_app = 1.0 + 0.108 = 1.108 eV.

The root-mean-square tilt is √(2U/κ) = √0.1077 = 0.328 rad, or about 19°.

The orientational free energy of the window relative to free rotation is −k_B T ln f = U − TS, where S is the corresponding entropy change. Therefore

ln f = S/k_B − U/(k_B T).

Here ln f = −2.92 and U/(k_B T) = 0.98, so S/k_B = −1.94. Both terms reduce the rate at fixed E. At this stiffness the loss of orientational freedom is the larger; for a below about 6 the tilt energy is the larger. In an Arrhenius plot the tilt energy enters the slope, while the entropy reduces the prefactor to νe^(−1.94) ≈ 0.14ν. Using this reduced prefactor with E in place of E_app would count only the entropic part of the alignment.

**Answer to (d)**

Each cage of a tetrahedral net has four windows. The four displacements **d**_i to the neighbouring cages have length l and sum to zero. Cages of the other orientation have displacements −**d**_i, which also sum to zero.

Assume that the molecule equilibrates in each cage before leaving. The next window is then chosen at random, independently of the earlier path. The mean of the next displacement is zero from either kind of cage, so the cross terms between different hops average to zero. After a mean number 4kt of hops,

⟨R²⟩ = 4kt l².

The tetrahedral net diffuses isotropically, with ⟨R²⟩ = 6Dt. Therefore

D = 4kl²/6.

At 1000 °C the Boltzmann factor is e^(−1/0.10971) = 1.10 × 10⁻⁴. The rate per window is

k = 10¹² × 0.0539 × 1.10 × 10⁻⁴ = 5.9 × 10⁶ s⁻¹.

With l = 5.0 × 10⁻⁸ cm,

D = 4 × 5.93 × 10⁶ × 25 × 10⁻¹⁶/6 = 9.9 × 10⁻⁹ cm²/s.

Without alignment, but with the same E and ν, the rate is 1.1 × 10⁸ s⁻¹ and D is 1.8 × 10⁻⁷ cm²/s. Alignment slows diffusion by a factor 1/f ≈ 19.

At 800 °C, f = 0.0455 and D = 1.5 × 10⁻⁹ cm²/s; at 1200 °C, f = 0.0621 and D = 3.9 × 10⁻⁸ cm²/s. The factor f grows by about 36 %, close to the 37 % growth of the absolute temperature. Most of the change in D comes from the barrier. An Arrhenius line through the two end points has a slope of 1.106 eV, in agreement with part (c).

**Answer to (e)**

*Quantum rotation.* Near end-on alignment each of the two tilts is a harmonic oscillator with ω = √(κ/I). The rotational constant is B = ħ²/(2I) = 0.1785 meV, so

ħω = √(2Bκ) = √(2 × 0.0001785 × 2.0) eV = 26.7 meV.

Let x = ħω/(k_B T) = 0.244. One oscillator has partition function 1/[2 sinh(x/2)] in quantum mechanics and 1/x classically. For two tilts the ratio is

[(x/2)/sinh(x/2)]² ≈ 1 − x²/12 = 0.995.

The cage rotor remains nearly classical because B/(k_B T) is only 0.0016. Diagonalizing the full rotor with the energy κθ²/2 gives the same ratio, 0.995, and a quantum factor of 0.0536.

For O2 with two oxygen-16 nuclei, only odd rotational quantum numbers are allowed. Using only odd or only even numbers gives 0.0536 in both cases: the restriction removes nearly the same fraction of states at the window and in the cage. This cancellation would not hold at temperatures so low that only a few rotational levels are occupied.

*Hindrance in the cage.* Suppose the cage itself has an alignment energy κ_cθ²/2 and E is still measured from its minimum. The cage integral is then 4πf(κ_c/k_B T) in place of 4π, and the rate factor becomes

f(κ/k_B T)/f(κ_c/k_B T).

For κ_c = 0.05 eV/rad² this is 0.0539/0.781 = 0.0690, an increase of 28 %. The rate rises because the molecule is already restricted before it reaches the window. This figure holds for a cage with a single alignment axis. A cage with four equivalent windows singles out no axis; if the tilt in the cage is measured from the nearest of the four window normals, the same κ_c raises the rate by only about 6 %.

Alignment must also fade somewhere between window and cage. Consider a path with barrier energy E sin²(πz/l), measured from the cage centre, and a window stiffness that fades as a Gaussian with standard deviation 0.05 nm. The flux ratio along this path is 0.0543, or about 0.8 % above f. The small remaining alignment inside the cage lowers the cage integral and so raises the ratio. This small figure depends steeply on the assumed width: a standard deviation of 0.07 nm gives a ratio 13 % above f, and 0.10 nm gives 2.6 times f. The free-cage assumption holds only if alignment is confined close to the window.

*Coupling of tilt to translation.* In one transverse direction, let X and Y be the displacement and tilt scaled so that their uncoupled energies are k_B T X²/2 and k_B T Y²/2. A coupling of relative strength ρ, with |ρ| < 1, gives

V/(k_B T) = (X² + 2ρXY + Y²)/2 = [(X + ρY)² + (1 − ρ²)Y²]/2.

The Gaussian integral is larger than the uncoupled one by 1/√(1 − ρ²). Two equally coupled directions give 1/(1 − ρ²). For ρ = 0.3 the rate rises by 10 %, with E and both uncoupled stiffnesses held fixed. Because the axis has no head, this bilinear coupling vanishes by symmetry when the window is mirror-symmetric about its own plane or has an inversion centre; a nonzero ρ needs a window that lacks both symmetries.

*Tunnelling.* The top of the path barrier has curvature −2Eπ²/l², hence ω_b = (π/l)√(2E/M) and ħω_b = 10.2 meV. A parabolic top transmits a particle with energy ε above the top with probability 1/[1 + e^(−2πε/(ħω_b))]. Its thermal average, relative to classical passage, is

β∫ e^(−βε)/[1 + e^(−2πε/(ħω_b))] dε = (u/2)/sin(u/2), u = ħω_b/(k_B T),

where the integral runs over all ε and requires u < 2π. With u = 0.093 the increase is 0.04 %, which is negligible here.

*Spread of barriers.* If E varies between windows as a Gaussian with standard deviation σ, completing the square in the average of e^(−βE) multiplies the mean window rate by e^(σ²β²/2). For σ = 0.10 eV this is e^(0.415) = 1.5. It is not the factor for D in a disordered network: the mean is raised most by the fastest windows, while a molecule travelling far must also pass slower ones. On the net of part (d), with equal cage energies and independent barriers, effective-medium theory fixes the effective rate k_m by ⟨(k − k_m)/(k + k_m)⟩ = 0 for four neighbours. Each term is tanh[½ ln(k/k_m)], so for a Gaussian spread k_m is the geometric mean, which is the rate at the mean barrier. Solving the master equation on such a disordered net confirms that σ = 0.10 eV changes D by only about 1 %.

*The real case.* Consider dry thermal oxidation of silicon at 800 to 1200 °C, in which O2 diffuses through the growing silica. Roughly, the activation energy of this diffusion is 1 eV and the diffusion coefficient near 1000 °C is of order 10⁻⁸ cm²/s. The model lies in this regime, but the agreement is no evidence for its value of κ, because E and ν were chosen round numbers and κ is an assumed stiffness. Real silica is a glass with a distribution of cages and windows, so a single barrier is an idealization. The assumed spread of 0.10 eV raises the mean window rate by a factor of 1.5 but hardly changes D on the tetrahedral net; for D, the largest uncertainty among the effects estimated here is how far alignment reaches into the cage. The growth rate of the oxide also depends on O2 solubility and on the reaction at the silicon interface, neither of which is described by f.

Recrossing of the window plane has not been estimated. It would multiply the transition-state rate by a transmission factor of at most 1, whose value depends on how the molecule exchanges energy with the moving network and between its own rotation and translation. A molecule that loses energy slowly may also pass several windows in succession, which the independent hops of part (d) leave out. The numerical output below gives the main values to more digits.

Calculated quantities

```
temperature                          1273.15 K
kB T                                 0.10971 eV
alignment stiffness kappa            2.00 eV/rad^2
lowest barrier E                     1.00 eV
cage spacing                         0.50 nm
attempt frequency per window         1.0e+12 1/s
bond length                          0.121 nm
stiffness ratio a = kappa/kBT        18.230
stiff-limit factor kBT/kappa         0.05486
factor f from the integral           0.05386
kBT/kappa too large by               1.84 %
random-direction average             0.05377 +- 0.00016
one-end-only average                 0.02703 +- 0.00011
factor for (kappa/2) sin^2(theta)    0.05861
root-mean-square tilt at window      18.80 degrees
a =  1: f, 1/a                     0.60047, 1.00000
a =  3: f, 1/a                     0.29407, 0.33333
a = 10: f, 1/a                     0.09673, 0.10000
a = 30: f, 1/a                     0.03297, 0.03333
hop rate per window, aligned         5.926e+06 1/s
hop rate per window, no alignment    1.100e+08 1/s
D, aligned                           9.877e-09 cm^2/s
D, no alignment                      1.834e-07 cm^2/s
mean tilt energy at window           0.10771 eV
apparent activation energy           1.10771 eV
800 C: f, D                         0.04553, 1.527e-09 cm^2/s
1200 C: f, D                         0.06215, 3.928e-08 cm^2/s
path flux ratio, free cage           0.05432
cage hindrance kappa_c               0.050 eV/rad^2
cage factor f(kappa_c)               0.7809
f(kappa)/f(kappa_c)                  0.06897
path flux ratio, hindered cage       0.06949
rotational constant B                0.1785 meV
libration quantum                    26.72 meV
quantum factor, odd numbers          0.05360
quantum factor, even numbers         0.05360
quantum/classical, diagonalization   0.99516
quantum/classical, librator formula  0.99507
tilt-translation coupling rho        0.30
rate multiplier from coupling        1.0989
barrier-top quantum                  10.16 meV
rate multiplier from tunnelling      1.00036
barrier spread sigma                 0.10 eV
mean-rate multiplier from spread     1.515
```
